Restricted kinetic balance does not make Dirac basis-set energies upper bounds

Kinetic balance and the sign of the basis-set error in four-component energies

A four-component calculation on a heavy ion has been run in two kinetically balanced Gaussian basis sets. The second set contains the first and adds a few tight functions, and its 1s energy comes out higher. One must decide which set to keep, and whether minimizing the energy with respect to exponents is a sound way to build a set. If restricted kinetic balance (RKB) made the calculation variational in the Rayleigh–Ritz sense, with the energy an upper bound that cannot rise as the basis grows, the lower number would be the better one and the rise would signal a bug. RKB gives no such bound. A case with one large and one small function shows the failure of the bound in closed form, and a Gaussian calculation on Hg⁷⁹⁺ further on gives a larger balanced basis whose energy is both higher and more accurate.

Conventions

One electron moves in the field of a fixed nucleus, with a local spherical potential energy V(r) ≤ 0. Units are Gaussian, α = e²/ħc, and the rest energy mc² is subtracted:

H = [[V, cσ·p], [cσ·p, V − 2mc²]].

Because (σ·r̂)² = 1 and (σ·a)(σ·b) = a·b + iσ·(a×b),

σ·p = (σ·r̂)(−iħ ∂/∂r + iσ·L/r).

The spinor harmonics obey σ·L Ω_κ = −ħ(κ+1)Ω_κ and, in the phase convention used here, (σ·r̂)Ω_κ = −Ω_{−κ}. Acting on (P/r)Ω_κ, the bracket gives −iħ(P′ + κP/r)/r, so

σ·p (P/r)Ω_κ = i (DP/r) Ω_{−κ},  D = ħ(d/dr + κ/r).

The same rule with κ → −κ gives σ·p (iY/r)Ω_{−κ} = (D†Y/r)Ω_κ with D† = ħ(−d/dr + κ/r). For ψ = (PΩ_κ, iYΩ_{−κ})/r with real P and Y the Dirac equation becomes

(V − E)P + cD†Y = 0,   (1)
cDP − K Y = 0,  K(E, r) = 2mc² + E − V.   (2)

For E > −2mc² and V ≤ 0, K is positive everywhere. Brackets denote ∫dr from 0 to ∞. RKB means that for every large function χ_i the small basis contains Dχ_i. Numbers are in atomic units (ħ = m = e = 1, c = 137.035999, energies in hartree, Eh).

The counter-example: 2p₃/₂ of a hydrogen-like ion

Take a point nucleus, V = −Ze²/r, and κ = −k with k a positive integer. Try P = r^γ e^{−λr}, Y = βP with constant β. Dividing (1) and (2) by P gives

−Ze²/r − E + cħβ(−γ/r + λ − k/r) = 0,
cħ(γ/r − λ − k/r) − (2mc² + E + Ze²/r)β = 0.

The 1/r terms and the constant terms vanish separately. The 1/r terms give β = −Zα/(γ+k) and γ − k = Zαβ, whose combination is γ² = k² − Z²α². The constant terms give E = cħλβ and −cħλ = (2mc² + E)β, hence −cħλ(1+β²) = 2mc²β. Since Z²α² = (k−γ)(k+γ), one has 1 + β² = 1 + (k−γ)/(k+γ) = 2k/(γ+k), and therefore

cħλ = mc²Zα/k,  λ = Zme²/(kħ²),
E_exact = −mc²Z²α²/[k(γ+k)] = mc²(γ/k − 1).

For k = 2 this is the 2p₃/₂ state.

Now choose one normalized large function P ∝ r^g e^{−λr} with this λ, and its RKB partner

u = DP = ħ(d/r − λ)P,  d = g − k.

The moments over P² follow from ∫r^s e^{−2λr}dr = Γ(s+1)/(2λ)^{s+1}:

m_n = ⟨r⁻ⁿ⟩ = (2λ)ⁿ Γ(2g+1−n)/Γ(2g+1),

so m₁ = λ/g and m₂ = 2λ²/[g(2g−1)]. The matrix elements are

V_L = −Ze² m₁,
⟨u|u⟩ = ħ²(d²m₂ − 2dλm₁ + λ²),
V_S = ⟨u|V|u⟩/⟨u|u⟩ = −Ze²ħ²(d²m₃ − 2dλm₂ + λ²m₁)/⟨u|u⟩.

The moment m₃ is finite only for g > 1. With g = γ this excludes k = 1, where γ < 1 and V_S diverges, which is why the example uses k ≥ 2. The coupling is ⟨P|cD†|u⟩/√⟨u|u⟩ = c√⟨u|u⟩, because the boundary term ħPu ∝ r^{2g−1} of the integration by parts vanishes. The secular equation (V_L − E)(V_S − 2mc² − E) = c²⟨u|u⟩ has the upper root

E = (V_L + V_S − 2mc²)/2 + √{[(V_L − V_S + 2mc²)/2]² + c²⟨u|u⟩}.   (3)

Divided by the positive factor 2mc² + E − V_S, the secular equation reads f(E) = 0 with

f(E) = V_L − E + c²⟨u|u⟩/(2mc² + E − V_S),

and f decreases strictly for E > −2mc², with slope below −1.

Set g = γ, so that P is the exact large component. Let K be taken at E_exact and let ⟨ ⟩ average over P². Equation (2) says cu = βKP. Three substitutions follow. Projecting (1) on P gives V_L − E_exact = −c⟨u|Y⟩ = −β²⟨K⟩. The norm is c²⟨u|u⟩ = β²⟨K²⟩. The denominator is ⟨u|K|u⟩/⟨u|u⟩ = ⟨K³⟩/⟨K²⟩. Thus

f(E_exact) = β²[⟨K²⟩²/⟨K³⟩ − ⟨K⟩].

The Cauchy–Schwarz inequality applied to K² = K^{1/2}·K^{3/2} gives ⟨K²⟩² ≤ ⟨K⟩⟨K³⟩, with equality only for constant K. K is not constant, so f(E_exact) < 0, and since f decreases, its root lies below E_exact. The basis is kinetically balanced, it holds the exact large component, and its energy is strictly too low for every Z with 1 < γ < k.

The size at small Zα comes from K = K̄ + y with ⟨y⟩ = 0 and ⟨y²⟩ = s². Then ⟨K²⟩ = K̄² + s² and ⟨K³⟩ = K̄³ + 3K̄s² + ⟨y³⟩, so

⟨K⟩⟨K³⟩ − ⟨K²⟩² = K̄²s² + K̄⟨y³⟩ − s⁴.

To leading order K̄ = 2mc², f(E_exact) = −β²s²/(2mc²), β² = Z²α²/(4k²), the slope of f is −1, and g = k may be used in the variance:

s² = Z²e⁴(m₂ − m₁²) = Z²e⁴λ²[2/(k(2k−1)) − 1/k²] = Z²e⁴λ²/[k²(2k−1)].

With e²λ = Zmc²α²/k,

E − E_exact → −mc²(Zα)⁶/[8k⁶(2k−1)].   (4)

Since mc²α⁶ = me¹²/(ħ⁶c⁴), this is of order c⁻⁴.

The opposite sign appears for g = k, the nonrelativistic shape. Then d = 0 and u = −ħλP. With x = Zα/k, V_L = V_S = −mc²x² and c²⟨u|u⟩ = m²c⁴x², so (3) gives E = mc²[√(1+x²) − 1 − x²], against E_exact = mc²[√(1−x²) − 1]. In the difference of the two square-root series the x² terms add to x² and cancel the explicit −x², the x⁴ and x⁸ terms are equal and drop out, and the x⁶ and x¹⁰ terms add:

E − E_exact = mc²[x⁶/8 + 7x¹⁰/128 + …].   (5)

At Z/c = 10⁻⁴ the error times c⁴/Z⁶ is −6.510417×10⁻⁴ for g = γ and +1.953125×10⁻³ for g = k when k = 2, which are −1/1536 and +1/512. For k = 3 it is −3.429355×10⁻⁵ and +1.714678×10⁻⁴, which are −1/29160 and +1/5832. All four coefficients are tested, to one part in 10⁶, in the numerical check.

For Hg⁷⁹⁺ with a point nucleus of infinite mass, Z = 80, Zα = 0.583788, γ = 1.912901, λ = 40 bohr⁻¹ and E_exact = −817.807495 Eh. For g = γ, d = −0.087099, V_L = −80·40/1.912901 = −1672.8516 Eh, ⟨u|u⟩ = 4.491 + 145.703 + 1600 = 1750.194, and V_S = −1726.8368 Eh. With c² = 18778.8650 and 2c² = 37557.7300,

(V_L + V_S − 2c²)/2 = −20478.7092,
(V_L − V_S + 2c²)/2 = 18805.8576,
√(18805.8576² + 18778.8650·1750.1942) = 19660.2884,
E = −818.4208 Eh.

This is 0.6133 Eh (16.69 eV) below the exact eigenvalue of the same Hamiltonian. The leading term (4) gives −0.4840 Eh, so at this Zα the higher orders add about a quarter to it. For g = k, E = −1600 − 18778.8650 + √(18778.8650·20378.8650) = −816.3510 Eh, which is 1.4565 Eh (39.63 eV) above the exact value. The leading term of (5), 1.4519 Eh, is closer than in the first case because its first correction is of relative size 7x⁴/16. Both energies are tested against a 2×2 matrix built by quadrature from the definitions. The better large function gave the energy on the wrong side.

The general statement

Let the target be a bound state (P₀, Y₀, E_exact) of given κ whose large component has no node. Take N_L large functions χ_i, each vanishing at the origin so that (Y₀/P₀)χ_iχ_j → 0 at r = 0 and r = ∞, and N_S small functions with finite matrix elements of V. Let Q be the orthogonal projector on the small space. Assume that eigenvalue number N_S + 1 of the matrix problem, counted from below and called E_Q, lies above −2mc². Let E_up be the energy obtained with the same large basis and an unrestricted small component. Then

E_Q − E_exact = (E_up − E_exact) − (E_up − E_Q),   (6)

and both brackets are non-negative. For RKB, write E_Q = E_RKB. In a fixed basis with every V·Dχ_i square integrable, and with φ₀ the normalized, nondegenerate lowest nonrelativistic eigenvector in the large basis,

E_up − E_RKB → ‖(1−Q)V Dφ₀‖²/(8m³c⁴)  as c → ∞.   (7)

RKB therefore guarantees E_RKB ≥ E_exact − O(c⁻⁴) in a fixed basis, and leaves the sign of the net error to the competition of the two brackets.

Proof, first part: the small component is a maximum

For a large function φ, put u = Dφ. For any small function Y,

⟨ψ|H − E|ψ⟩ = ⟨φ|V − E|φ⟩ + 2c⟨u|Y⟩ − ⟨Y|K|Y⟩.

Write Y = cv and complete the square, which is allowed because K > 0:

2⟨u|v⟩ − ⟨v|K|v⟩ = ⟨u|K⁻¹|u⟩ − ⟨u − Kv|K⁻¹|u − Kv⟩.   (8)

Expanding the last bracket into ⟨u|K⁻¹|u⟩ − 2⟨u|v⟩ + ⟨v|K|v⟩ confirms it. Over all v the maximum lies at v = K⁻¹u and defines

F(E, φ) = ⟨φ|V − E|φ⟩ + c²⟨u|K⁻¹|u⟩.

Over v in the small space the stationarity condition is Q(u − Kv) = 0, solved by v_Q = (QKQ)⁻¹Qu with the inverse taken inside that space. There ⟨v_Q|K|v_Q⟩ = ⟨u|v_Q⟩, and the maximum is

F_Q(E, φ) = ⟨φ|V − E|φ⟩ + c²⟨u|v_Q⟩.

Equation (8) at v = v_Q gives the deficit exactly:

F − F_Q = δ = c²⟨ρ|K⁻¹|ρ⟩ ≥ 0,  ρ = u − Kv_Q.   (9)

Since dK/dE = 1 and dK⁻¹/dE = −K⁻², and likewise for the projected inverse,

∂F/∂E = −⟨φ|φ⟩ − c²⟨u|K⁻²|u⟩,  ∂F_Q/∂E = −⟨φ|φ⟩ − c²⟨v_Q|v_Q⟩.

Both slopes are at most −⟨φ|φ⟩, so each function has at most one root above −2mc². Call the roots E(φ) and E_Q(φ). F_Q = 0 means that the Rayleigh quotient of (φ, Y) is at most E for every Y in the small space and reaches E at one of them, so E_Q(φ) is the maximum of the Rayleigh quotient over small components.

Proof, second part: the large component is a minimum

In the basis, H − EM (M the overlap matrix) has blocks [[A, B], [Bᵀ, −C]], where C is the matrix of K and is positive definite. Multiplying by [[1, BC⁻¹], [0, 1]] on the left and by its transpose on the right gives diag(A + BC⁻¹Bᵀ, −C). The first block is the matrix of the quadratic form F_Q(E, φ). By Sylvester's law of inertia, the number of eigenvalues below E equals N_S plus the number of negative eigenvalues of that block. For E between −2mc² and E_Q the count is N_S, so F_Q(E, φ) > 0 for all φ. Above E_Q some φ makes it negative. Hence

E_Q = min over φ of E_Q(φ) = min over φ, max over Y, of the Rayleigh quotient,

which is the minimax principle. E_up is defined in the same way as the minimum of E(φ) over the large space. The roots E(φ) exist because F ≥ F_Q > 0 just above −2mc². From F ≥ F_Q and the negative slopes, E(φ) ≥ E_Q(φ) for every φ, so E_up ≥ E_Q. The structure also fixes two monotonic rules: enlarging only the small space widens the maximum and cannot lower E_Q, and enlarging only the large space widens the minimum and cannot raise it. Adding a balanced pair does both, and no rule follows.

It remains to show E_up ≥ E_exact. Because P₀ has no node, write φ = P₀h. Then Dφ = hDP₀ + ħP₀h′, and with cDP₀ = KY₀ at E_exact,

c²(Dφ)²/K = c²ħ²P₀²h′²/K + cħP₀Y₀(h²)′ + c h²Y₀DP₀.

The middle term is integrated by parts. Its boundary term cħ(Y₀/P₀)φ² vanishes by assumption, leaving −cħh²(P₀′Y₀ + P₀Y₀′). The last term is cħh²Y₀(P₀′ + κP₀/r). The P₀′Y₀ parts cancel and the rest is c h²P₀D†Y₀, which equals −(V − E_exact)P₀²h² by (1). This cancels the first term of F:

F(E_exact, φ) = c²ħ²∫ P₀²h′²/K dr ≥ 0.   (10)

So E(φ) ≥ E_exact, with equality only for φ ∝ P₀. Any other eigenvalue of this κ above −2mc² makes F vanish for its own large component and so lies higher: the nodeless state is the lowest. That F vanishes at E_exact for the exact 2p₃/₂ large component is tested by quadrature. Both brackets of (6) are now shown to be non-negative.

The counter-example is an instance of a corollary. If the large space contains P₀, then E_up = E_exact and E_Q ≤ E_Q(P₀) ≤ E_exact. By (9) and (2), equality needs ρ = 0, that is, Y₀ in the small space.

Proof, third part: the size of the deficit

Let φ be the large part of the eigenvector at E_Q, so F_Q(E_Q, φ) = 0 and F(E_Q, φ) = δ. F falls at least as fast as ⟨φ|φ⟩ per unit energy, so E(φ) − E_Q ≤ δ/⟨φ|φ⟩, and E_up ≤ E(φ) gives

0 ≤ E_up − E_Q ≤ δ/⟨φ|φ⟩.   (11)

For a lower bound take the normalized minimizer φ_up of E(φ). Then F_Q(E_up, φ_up) = −δ_up, and by the mean-value theorem E_up − E_Q(φ_up) = δ_up/(1 + c²⟨v_Q|v_Q⟩), with v_Q at some intermediate energy. Since E_Q ≤ E_Q(φ_up), this is a lower bound on E_up − E_Q.

Put μ = 2mc² and Δ = E − V, so K = μ + Δ. In a fixed finite basis the matrix of Δ does not grow with c, and the geometric series gives

v_Q = Qu/μ − QΔQu/μ² + O(μ⁻³).

Without balance, ρ = u − Qu + O(μ⁻¹), and δ → c²‖(1−Q)u‖²/μ = ‖(1−Q)u‖²/2m. Part of the nonrelativistic kinetic energy ⟨u|u⟩/2m is lost at order c⁰. This is variational collapse. With RKB, Qu = u, and

ρ = u − (μ + Δ)(u/μ − QΔu/μ²) + O(μ⁻²) = −(1−Q)Δu/μ + O(μ⁻²) = (1−Q)Vu/μ + O(μ⁻²).

The last step uses (1−Q)Eu = 0. The remainder consists of small functions and V times small functions, which is where square integrability of V·Dχ_i is used. The deficit is quadratic in ρ and K⁻¹ → 1/μ, so

δ → c²‖(1−Q)Vu‖²/μ³ = ‖(1−Q)Vu‖²/(8m³c⁴).

There is no c⁰ or c⁻² term, which is what kinetic balance achieves. Under RKB both F and F_Q tend to ⟨φ|D†D/2m + V − E|φ⟩ with O(c⁻²) corrections, so both minimizers equal φ₀ + O(c⁻²), and c²⟨v_Q|v_Q⟩ = O(c⁻²). The upper and lower bounds then share the leading term, which proves (7). From K⁻¹ = 1/μ − Δ/(μK), the next term is O(c⁻⁶) if ⟨ρ|V|ρ⟩ is finite. For a point nucleus this fails when Vu tends to a nonzero constant at the origin, as for r e^{−ζr}, and the remainder then acquires a logarithm of c. With u = −ħλP and ‖(1−Q)Vu‖² = ħ²λ²s², formula (7) reproduces (4), although the basis there changes slightly with c.

The limits of the result are these. Formula (7) is asymptotic in a fixed basis and gives the size of the deficit only if |V| ≪ 2mc² where ρ lives, whereas (6), (9) and (11) hold at any c. The proof is for one electron in a local potential V ≤ 0. It is not carried over here to the nonlocal, self-consistent Dirac–Hartree–Fock operator.

Gaussian matrices and a check of the c⁻⁴ law

With small functions Dχ_i/(2mc) and T_ij = ⟨Dχ_i|Dχ_j⟩/2m, the coupling is c·2mT/(2mc) = T, the small overlap is 2mT/(4m²c²) = T/(2mc²), and −2mc² times that overlap is −T. With W_ij = ⟨Dχ_i|V|Dχ_j⟩,

H = [[V, T], [T, W/(4m²c²) − T]],  M = diag(S, T/(2mc²)).

In atomic units, for κ = −1, χ_a = r e^{−ar²} and Dχ_a = −2ar²e^{−ar²}. A nuclear charge density ∝ e^{−ηr²} has ⟨r²⟩ = 3/(2η) and gives V = −Z erf(√η r)/r. Let p = a + b and f = √(η/(p+η)). From ∫e^{−pr²}dr = ½√(π/p), one and two applications of −d/dp give ∫r²e^{−pr²}dr = √π/(4p^{3/2}) and ∫r⁴e^{−pr²}dr = 3√π/(8p^{5/2}). Integration by parts gives ∫r erf(√η r)e^{−pr²}dr = (1/2p)(2√η/√π)·½√(π/(p+η)) = f/(2p), and −d/dp of this is the r³ integral, f[1/(2p²) + 1/(4p(p+η))]. Hence

S = √π/(4p^{3/2}),  T = 3√π ab/(4p^{5/2}),
V = −Zf/(2p),  W = −4Zab f[1/(2p²) + 1/(4p(p+η))].

All four are tested against quadrature. The point nucleus is the limit η → ∞.

As a model, take Z = 1, a point nucleus, exponents 0.15, 0.7 and 4.0 bohr⁻², and treat c as a parameter. Formula (7) predicts c⁴(E_up − E_RKB) → 7.4930×10⁻³. The computed products are 7.4034×10⁻³, 7.4693×10⁻³ and 7.4868×10⁻³ at c = 10, 20 and 40, and the logarithmic slope between the last two is −3.9966. The coefficient is tested to 1% at c = 40 and the slope to within 0.05 of −4. The nonrelativistic energy in this basis is −0.496680 Eh, which is 0.0033 Eh above the exact −1/2, while the deficit is 7.4×10⁻⁷ Eh even at c = 10. The first bracket of (6) dominates and the energy stays above the exact one without being bound to. When balance is broken by doubling the small exponents, at c = 400 the loss is 0.014453 Eh, equal to the predicted c⁰ loss (the lowest eigenvalue with ⟨u|u⟩ replaced by ⟨u|Q|u⟩, tested to 1%), and E = −0.5111 Eh lies below −1/2.

Prolapse of the 1s level of Hg⁷⁹⁺

The residual ρ measures how far K⁻¹u is from the small space. Where |V| ≪ mc², K is nearly constant and K⁻¹u is nearly proportional to u, which RKB supplies. K varies strongly inside r_c = Ze²/mc². The ratio of r_c to the 1s length ħ²/(Zme²) is (Zα)², so for a heavy ion r_c is a sizeable fraction of that length (0.34 for Z = 80), although the region holds little of the density, and it needs tight functions. For Z = 80, r_c = 0.00426 bohr, and 1/r_c² = 5.51×10⁴ bohr⁻² marks the exponent scale.

The model is the one-electron Dirac equation with infinite nuclear mass and a Gaussian nucleus of rms radius roughly 5.5 fm = 1.0393×10⁻⁴ bohr, η = 1.3886×10⁸ bohr⁻². Shooting on (1) and (2) gives E_exact = −3530.179606 Eh. The digits serve only to compare basis sets within this model, since the radius is rough and radiative corrections are absent. The shooting code is tested to 10⁻⁶ Eh on the point-nucleus value −3532.192093 Eh, and to 10⁻⁵ Eh against a dense 35-function even-tempered set, from which it differs by 8×10⁻⁸ Eh.

Exponents of N uncontracted functions were varied to lower E_RKB, with the smallest exponent confined between e³ and e⁹ bohr⁻², neighbouring ratios confined between e^0.4 and e^3.4, and a limited number of quasi-Newton steps, so the sets are not claimed to be converged or global minima. Written as first bracket minus second bracket equals net error, in 10⁻³ Eh and relative to E_exact:

N = 10:  57.541 − 28.672 = +28.869
N = 14:  2.0914 − 2.1421 = −0.0507
N = 18:  1.4835 − 1.6629 = −0.1794

Both brackets are tested to be non-negative in all three sets. The smallest set stays above the exact energy, so a shortage of functions alone does not force a fall. The two larger sets lie below it, which is prolapse. For N = 18, E = −3530.179786 Eh, 0.0049 eV too low, and the fall is tested to exceed 10⁻⁵ Eh. A small net error hides two errors some eight to nine times larger. By (6), lowering E_RKB is served as much by a larger deficit as by a better large component. That this is what drove these sets below the exact value is a conjecture, since no comparison with sets optimized on E_up was made.

For N = 18 the residual formula (9) gives δ = 1.78124×10⁻³ Eh, and direct quadrature of F(E, φ) gives the same number, as it must: by (8) the difference of the two is ⟨ψ|H − E|ψ⟩, so this test confirms only that the Rayleigh quotient of the computed spinor on the grid equals the matrix energy. With ⟨φ|φ⟩ = 0.90609, the bound (11) is 1.78124×10⁻³/0.90609 = 1.966×10⁻³ Eh, and the actual gap of 1.663×10⁻³ Eh lies under it. The region r < r_c holds 1.000 of δ to three decimals but only 0.059 of the large-component density. The test requires more than half and less than half respectively. It does not resolve where inside r_c the deficit sits. Because |V| exceeds mc² throughout the part of this region outside the nucleus and is larger still within it, formula (7) does not give the size of δ here. The largest exponent, 6.07×10⁷ bohr⁻², is below η.

Eight tight exponents were then added: five geometric midpoints in the widest gaps above 1/r_c², and three at 3, 9 and 27 times the largest exponent. Added to the small basis only, they raise the energy to 1.3306×10⁻³ Eh above E_exact, still under E_up, as the minimax rules demand. This recovers 1.510×10⁻³ of the 1.663×10⁻³ Eh deficit. Added as balanced pairs, they raise the energy by 1.882×10⁻⁴ Eh, from −1.794×10⁻⁴ to +8.8×10⁻⁶ Eh relative to E_exact. The deficit falls to 3.16×10⁻⁵ Eh, so the first bracket is now 4.04×10⁻⁵ Eh. The rise and a fall of the deficit to less than half are both tested. In this case the larger basis has the higher energy and an error twenty times smaller in magnitude.

Added to the large basis only, the same functions send eigenvalue N_S + 1 to 5.31×10⁴ Eh below E_exact, about −5.66×10⁴ Eh, which is under −2mc² = −3.76×10⁴ Eh. The direction is the tested one, but the size shows that the assumption of the general statement has failed. By the inertia count, some φ has F_Q < 0 for every E above −2mc², and the root no longer represents an electronic state. The added functions lack their partners Dχ in the small space, and more than N_S roots now lie below −2mc². The root counted as number N_S + 1 is mostly small component and has practically no density inside the nucleus, so its value should not be read as the energy of a collapsed tight function. It is one of the roots under −2mc² that the count has moved into this position.

The corollary can also be seen with Gaussians. Contracting the 35 primitives into one function with the coefficients of the dense large component, and giving it its single RKB partner, yields an energy 508.8 Eh below E_exact (tested to be more than 1 Eh below). The sign follows from the corollary, because the large function is exact to the accuracy of the dense set. The size is far outside the c⁻⁴ regime. A likely reason, not tested, is the k = 1 divergence met earlier: between the nuclear radius and r_c the large component behaves roughly as r^γ e^{−λr} with γ < 1, and the integrand of W grows toward the origin. Its point-nucleus limit at small r is the non-integrable r^{2γ−3}. At this nuclear radius the growth is slower than that, and the finite nucleus cuts it off.

For the choice between two balanced sets, the energies alone carry no ordering. A quantity with a definite sign is the change on enlarging the small space alone, which can only be a rise and is a lower bound on the deficit E_up − E_RKB. The energy E_up, where it can be computed, is a true upper bound under the conditions of (10). A converged one-electron result must pass two checks: functions added to the small space no longer raise the energy, and functions added to the large space, tight or diffuse, no longer lower E_up. These checks are necessary but not sufficient, since they probe only the functions actually added.

Computed results

```
c = 137.035999 au; Z = 80; Z*alpha = 0.583788; 1 Eh = 27.21139 eV
k=2: error*c^4/Z^6 at Z/c=1e-4: g=gamma -6.510417e-04, g=k 1.953125e-03 au
k=3: error*c^4/Z^6 at Z/c=1e-4: g=gamma -3.429355e-05, g=k 1.714678e-04 au
2p3/2 g=gamma: V_L -1672.8516 Eh, V_S -1726.8368 Eh, <u|u> 1750.1942 au
   E -818.420802 Eh, E-E_exact -0.613307 Eh = -16.689 eV
2p3/2 g=k: V_L -1600.0000 Eh, V_S -1600.0000 Eh, <u|u> 1600.0000 au
   E -816.350982 Eh, E-E_exact 1.456513 Eh = 39.634 eV
2p3/2: gamma 1.912901, lambda 40.0 1/bohr, E_exact -817.807495 Eh
   leading c^-4 terms: -0.483961 Eh and 1.451882 Eh
model Z=1, exponents [0.15, 0.7, 4.0] 1/bohr^2: E_NR -0.496680 Eh, |(1-Q)Vu|^2/8 = 7.492963e-03 au
   c=10 au: E_up-E_RKB 7.40336e-07 Eh, times c^4 7.403360e-03 au
   c=20 au: E_up-E_RKB 4.66832e-08 Eh, times c^4 7.469316e-03 au
   c=40 au: E_up-E_RKB 2.92452e-09 Eh, times c^4 7.486765e-03 au
   slope -3.9966; unbalanced (small exponents x2), c=400 au: E -0.511134 Eh
   loss 0.014453 Eh, predicted c^0 loss 0.014453 Eh
1s: point E -3532.192093 Eh; rms radius 5.5 fm = 1.0393e-04 bohr, eta 1.3886e+08 1/bohr^2
   E_exact (shooting) -3530.179606 Eh; dense 35-function set differs by 8.2e-08 Eh
   one contracted large function with RKB partner: E-E_exact -508.7561 Eh
N=10: E-Eex 2.8869e-02, Eup-Eex 5.7541e-02, Eup-E 2.8672e-02 Eh; a_max 3.122e+07
N=14: E-Eex -5.0714e-05, Eup-Eex 2.0914e-03, Eup-E 2.1421e-03 Eh; a_max 5.807e+07
N=18: E-Eex -1.7942e-04, Eup-Eex 1.4835e-03, Eup-E 1.6629e-03 Eh; a_max 6.072e+07
most prolapsed: N=18, E -3530.179786 Eh, E-E_exact -0.00488 eV; exponents (1/bohr^2):
   2.3869e+02 4.3135e+02 7.6264e+02 1.3525e+03 2.4212e+03 4.3750e+03
   7.9483e+03 1.4439e+04 2.6226e+04 4.8419e+04 9.2829e+04 1.8711e+05
   3.9631e+05 8.8884e+05 2.1182e+06 5.5438e+06 1.6168e+07 6.0725e+07
   delta 1.78124e-03 Eh, F(E,phi) 1.78124e-03 Eh, <phi|phi> 0.90609, bound 1.96585e-03 Eh
   inside Ze^2/mc^2 = 0.00426 bohr: 1.000 of delta, 0.059 of large density
   8 tight exponents added (above 5.510e+04 1/bohr^2), E-E_exact:
   small only 1.3306e-03 Eh, large only -5.3081e+04 Eh, balanced pairs 8.7954e-06 Eh
   balanced pairs raise E by 1.8821e-04 Eh; remaining Eup-E 3.1598e-05 Eh
```
